# Passive Proton Couplings in the Indirect Dimension of HMQC and HSQC: test program

```python
"""
HMQC and HSQC compared by full density-matrix simulation.

Result under test: a passive proton-proton coupling J_IK multiplies the
in-phase signal by cos(pi J_IK T), with T = t1 + 2 Delta in HMQC and
T = 2 Delta in HSQC (one passive proton, weak coupling, ideal pulses).
Also tested: HSQC leakage with two passive protons, its removal by a purge,
the two-dimensional peak pattern, and the strong-coupling limit.

Symbols: I = proton bonded to heteronucleus S; K, L = passive protons;
Delta = 1/(2 J_IS) = full transfer delay; t1, t2 = evolution and detection
times. Frequencies and couplings are in Hz, times in seconds.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq

pi = np.pi
SPINS = "IKLS"
single = {"x": np.array([[0, 1], [1, 0]], complex) / 2,
          "y": np.array([[0, -1j], [1j, 0]]) / 2,
          "z": np.array([[1, 0], [0, -1]], complex) / 2}


def spin_operator(spin, axis):
    full = np.eye(1)
    for name in SPINS:
        full = np.kron(full, single[axis] if name == spin else np.eye(2))
    return full


op = {s + a: spin_operator(s, a) for s in SPINS for a in "xyz"}
nu = {"I": 120.0, "K": -780.0, "L": 430.0, "S": 310.0}
J_IS, J_IK, J_IL, J_KL = 140.0, 8.0, 5.0, 12.0
Delta = 1 / (2 * J_IS)


def hamiltonian(j_ik, j_il, j_kl, j_is=J_IS, shifts=nu):
    h = sum(shifts[s] * op[s + "z"] for s in SPINS)
    h = h + j_is * op["Iz"] @ op["Sz"] + j_ik * op["Iz"] @ op["Kz"]
    h = h + j_il * op["Iz"] @ op["Lz"] + j_kl * op["Kz"] @ op["Lz"]
    return 2 * pi * h


def pulse(spins, angle, phase=0.0):
    generator = sum(np.cos(phase) * op[s + "x"] + np.sin(phase) * op[s + "y"]
                    for s in spins)
    return expm(-1j * angle * generator)


H90x, H90y = pulse("IKL", pi / 2), pulse("IKL", pi / 2, pi / 2)
H180, I180 = pulse("IKL", pi), pulse("I", pi)
all180 = pulse("IKLS", pi)
S90 = {"x": pulse("S", pi / 2), "y": pulse("S", pi / 2, pi / 2),
       "-x": pulse("S", pi / 2, pi)}


def rotate(rho, unitary):
    return unitary @ rho @ unitary.conj().T


def evolve(rho, energies, time):
    phase = np.exp(-1j * energies * time)
    return phase[:, None] * rho * phase.conj()[None, :]


def keep_proton_populations(rho):
    """Ideal purge: delete every element between different proton states."""
    proton_state = np.arange(16) // 2
    return rho * (proton_state[:, None] == proton_state[None, :])


equilibrium = op["Iz"] + op["Kz"] + op["Lz"]


def hmqc(t1, energies, first, second, refocus=H180):
    rho = evolve(rotate(equilibrium, H90x), energies, Delta)
    rho = evolve(rotate(rho, S90[first]), energies, t1 / 2)
    rho = evolve(rotate(rho, refocus), energies, t1 / 2)
    return evolve(rotate(rho, S90[second]), energies, Delta)


def echo(rho, energies):
    rho = rotate(evolve(rho, energies, Delta / 2), all180)
    return evolve(rho, energies, Delta / 2)


def hsqc(t1, energies, first, second, purge=False):
    rho = rotate(echo(rotate(equilibrium, H90x), energies), H90y)
    if purge:
        rho = keep_proton_populations(rho)
    rho = evolve(rotate(rho, S90[first]), energies, t1 / 2)
    rho = evolve(rotate(rho, H180), energies, t1 / 2)
    return echo(rotate(rotate(rho, H90y), S90[second]), energies)


def quadrature_pair(sequence, t1, energies, **options):
    """Phase-cycled states for the cosine and sine modulated data sets."""
    return [(sequence(t1, energies, "x", q, **options)
             - sequence(t1, energies, "-x", q, **options)) / 2 for q in "xy"]


def component(sequence, t1, energies, operator, **options):
    """Coefficient of operator after removal of the S shift phase."""
    cosine, sine = quadrature_pair(sequence, t1, energies, **options)
    norm = np.trace(operator @ operator)
    value = np.trace(operator @ (cosine + 1j * sine)) / norm
    return value * np.exp(-2j * pi * nu["S"] * t1)


def amplitude(sequence, t1, energies, **options):
    return component(sequence, t1, energies, -op["Iy"], **options)


E_two = np.diag(hamiltonian(J_IK, 0, 0)).real
E_three = np.diag(hamiltonian(J_IK, J_IL, J_KL)).real
times = np.linspace(0, 0.1, 51)

# The cause: which coherences the proton-proton coupling can change
coupling = op["Iz"] @ op["Kz"]


def commutator_norm(a, b):
    return np.linalg.norm(a @ b - b @ a)


assert commutator_norm(op["Iz"] @ op["Sy"], coupling) < 1e-12
assert commutator_norm(op["Iy"] @ op["Kx"] @ op["Sy"], coupling) < 1e-12
assert commutator_norm(op["Ix"] @ op["Sy"], coupling) > 0.1
assert np.allclose(rotate(coupling, H180), coupling, atol=1e-12)

# One passive proton: in-phase and antiphase parts of both experiments
antiphase = 2 * op["Ix"] @ op["Kz"]
for t in times:
    for sequence, total in ((hmqc, t + 2 * Delta), (hsqc, 2 * Delta)):
        assert abs(amplitude(sequence, t, E_two)
                   - np.cos(pi * J_IK * total)) < 1e-9
        assert abs(component(sequence, t, E_two, antiphase)
                   - np.sin(pi * J_IK * total)) < 1e-9

# Two passive protons, with and without purge; selective inversion of I
cK, sK = np.cos(pi * J_IK * Delta), np.sin(pi * J_IK * Delta)
cL, sL = np.cos(pi * J_IL * Delta), np.sin(pi * J_IL * Delta)
raw, purged, hmqc_three = [], [], []
for t in times:
    fIK, fIL, fKL = (np.cos(pi * j * t) for j in (J_IK, J_IL, J_KL))
    leakage_law = (cK**2 * cL**2 - sK**2 * cL**2 * fIL * fKL
                   - cK**2 * sL**2 * fIK * fKL + sK**2 * sL**2 * fIK * fIL)
    raw.append(amplitude(hsqc, t, E_three))
    purged.append(amplitude(hsqc, t, E_three, purge=True))
    hmqc_three.append(amplitude(hmqc, t, E_three))
    total = t + 2 * Delta
    assert abs(raw[-1] - leakage_law) < 1e-9
    assert abs(purged[-1] - cK**2 * cL**2) < 1e-9
    assert abs(hmqc_three[-1] - np.cos(pi * J_IK * total)
               * np.cos(pi * J_IL * total)) < 1e-9
    assert abs(amplitude(hmqc, t, E_three, refocus=I180) - 1) < 1e-9
raw, purged, hmqc_three = (np.real(v) for v in (raw, purged, hmqc_three))
assert np.ptp(raw) > 1e-3 and np.ptp(purged) < 1e-9

null = brentq(lambda t: amplitude(hmqc, t, E_two).real, 0.03, 0.07)
assert abs(null - (1 / (2 * J_IK) - 2 * Delta)) < 1e-9

# Two-dimensional data with S decoupled during detection
points, duration = 64, 0.5
grid = np.arange(points) * duration / points
E_detect = np.diag(hamiltonian(J_IK, 0, 0, j_is=0)).real
I_plus = op["Ix"] + 1j * op["Iy"]
row, column = np.nonzero(abs(I_plus) > 1e-12)
t2_phases = np.exp(-1j * np.outer(grid, E_detect[column] - E_detect[row]))


def fid(rho):
    weights = I_plus[row, column] * rho[column, row]
    return 1j * t2_phases @ weights / np.trace(op["Ix"] @ op["Ix"])


def peak_heights(sequence, sign):
    """Heights at F1 offsets -J/2, 0, +J/2 and F2 offsets -J/2, +J/2."""
    data = []
    for t in grid:
        cosine, sine = quadrature_pair(sequence, t, E_two)
        data.append(fid(cosine) + sign * 1j * fid(sine))
    data = np.array(data)
    heights = np.zeros((3, 2))
    for m, f1 in enumerate((-J_IK / 2, 0, J_IK / 2)):
        for n, f2 in enumerate((-J_IK / 2, J_IK / 2)):
            k1 = np.exp(-2j * pi * sign * (nu["S"] + f1) * grid)
            k2 = np.exp(-2j * pi * (nu["I"] + f2) * grid)
            heights[m, n] = abs(k1 @ data @ k2) / points**2
    return heights


hm_plus, hm_minus = peak_heights(hmqc, 1), peak_heights(hmqc, -1)
hs_plus, hs_minus = peak_heights(hsqc, 1), peak_heights(hsqc, -1)
assert np.allclose(hm_plus, [[0.5, 0], [0, 0], [0, 0.5]], atol=1e-9)
assert np.allclose(hm_minus, [[0, 0.5], [0, 0], [0.5, 0]], atol=1e-9)
for heights in (hs_plus, hs_minus):
    assert np.allclose(heights, [[0, 0], [0.5, 0.5], [0, 0]], atol=1e-9)


# Strong coupling during the HSQC evolution period
def survival_simulated(difference, t1):
    shifts = dict(nu, K=nu["I"] - difference)
    h = hamiltonian(J_IK, 0, 0, shifts=shifts)
    h = h + 2 * pi * J_IK * (op["Ix"] @ op["Kx"] + op["Iy"] @ op["Ky"])
    half = expm(-1j * h * t1 / 2)
    start = 2 * op["Iz"] @ (op["Sx"] + 1j * op["Sy"])
    final = rotate(start, half @ H180 @ half)
    overlap = np.trace(start.conj().T @ final)
    overlap = overlap / np.trace(start.conj().T @ start)
    return -overlap * np.exp(2j * pi * nu["S"] * t1)


def survival_formula(difference, t1):
    scalar, vector = [], []
    for delta in (difference + J_IS / 2, difference - J_IS / 2):
        D = np.hypot(delta, J_IK)
        a = pi * D * t1 / 2
        scalar.append(1 - 2 * (J_IK / D)**2 * np.sin(a)**2)
        vector.append(np.array([J_IK / D * np.sin(2 * a),
                                -2 * delta * J_IK / D**2 * np.sin(a)**2]))
    return (1 + scalar[0] * scalar[1] - vector[0] @ vector[1]) / 2


for difference in (900.0, 200.0, 70.0, 30.0):
    for t in times[::5]:
        assert abs(survival_simulated(difference, t)
                   - survival_formula(difference, t)) < 1e-8
far = [survival_simulated(900.0, t).real for t in times]
matched = [survival_simulated(70.0, t).real for t in times]
assert min(far) > 0.999 and min(matched) < 0.5

print(f"J_IS = {J_IS:.0f} Hz, J_IK = {J_IK:.0f} Hz")
print(f"J_IL = {J_IL:.0f} Hz, J_KL = {J_KL:.0f} Hz")
print(f"Delta = {1e3 * Delta:.4f} ms, 2 Delta = {2e3 * Delta:.4f} ms")
print(f"c_K = {cK:.5f}, s_K = {sK:.5f} (no unit)")
print(f"c_L = {cL:.5f}, s_L = {sL:.5f} (no unit)")
print("One passive proton K: in-phase amplitudes (no unit)")
for t in (0, 0.01, 0.02, 0.04, 0.06, 0.08):
    a_m, a_s = (amplitude(q, t, E_two).real for q in (hmqc, hsqc))
    print(f"  t1 = {1e3 * t:3.0f} ms: HMQC {a_m:8.5f}, HSQC {a_s:8.5f}")
print(f"First HMQC null: t1 = {1e3 * null:.4f} ms")
print("Passive protons K and L: in-phase amplitudes (no unit)")
for k in (0, 10, 20, 30, 40):
    print(f"  t1 = {1e3 * times[k]:3.0f} ms: HMQC {hmqc_three[k]:8.5f}, "
          f"HSQC {raw[k]:.5f}, purged HSQC {purged[k]:.5f}")
print("Range (max - min) for t1 = 0 to 100 ms, K and L (no unit)")
print(f"  HMQC {np.ptp(hmqc_three):.5f}, HSQC {np.ptp(raw):.5f}, "
      f"purged HSQC {abs(np.ptp(purged)):.5f}")
selective = amplitude(hmqc, 0.04, E_three, refocus=I180).real
print(f"HMQC, only I inverted, t1 = 40 ms: {selective:.5f} (no unit)")
print(f"2D data: {points} x {points} points, {duration:.1f} s per axis")
print("Peak heights (no unit) at F2 offsets -J_IK/2, +J_IK/2")
for label, heights in (("HMQC, cos + i sin", hm_plus),
                       ("HMQC, cos - i sin", hm_minus),
                       ("HSQC, cos + i sin", hs_plus)):
    print(f"  {label}")
    for f1, pair in zip((-J_IK / 2, 0, J_IK / 2), heights):
        print(f"    F1 offset {f1:4.0f} Hz: {pair[0]:.3f}, {pair[1]:.3f}")
print("Strong coupling: surviving 2IzS+ fraction in HSQC (no unit)")
for difference in (900.0, 70.0):
    values = [survival_simulated(difference, t).real for t in (0.02, 0.05)]
    print(f"  nu_I - nu_K = {difference:.0f} Hz: t1 = 20 ms {values[0]:.5f}, "
          f"50 ms {values[1]:.5f}")
print(f"Minimum for t1 = 0 to 100 ms: {min(far):.5f} at 900 Hz, "
      f"{min(matched):.5f} at 70 Hz")
print("every check passed")
```

Printed output:

```
J_IS = 140 Hz, J_IK = 8 Hz
J_IL = 5 Hz, J_KL = 12 Hz
Delta = 3.5714 ms, 2 Delta = 7.1429 ms
c_K = 0.99597, s_K = 0.08964 (no unit)
c_L = 0.99843, s_L = 0.05607 (no unit)
One passive proton K: in-phase amplitudes (no unit)
  t1 =   0 ms: HMQC  0.98393, HSQC  0.98393
  t1 =  10 ms: HMQC  0.90861, HSQC  0.98393
  t1 =  20 ms: HMQC  0.77620, HSQC  0.98393
  t1 =  40 ms: HMQC  0.37646, HSQC  0.98393
  t1 =  60 ms: HMQC -0.11642, HSQC  0.98393
  t1 =  80 ms: HMQC -0.58050, HSQC  0.98393
First HMQC null: t1 = 55.3571 ms
Passive protons K and L: in-phase amplitudes (no unit)
  t1 =   0 ms: HMQC  0.97774, HSQC 0.97774, purged HSQC 0.98885
  t1 =  20 ms: HMQC  0.70672, HSQC 0.98132, purged HSQC 0.98885
  t1 =  40 ms: HMQC  0.27787, HSQC 0.98835, purged HSQC 0.98885
  t1 =  60 ms: HMQC -0.05746, HSQC 0.99197, purged HSQC 0.98885
  t1 =  80 ms: HMQC -0.11644, HSQC 0.98998, purged HSQC 0.98885
Range (max - min) for t1 = 0 to 100 ms, K and L (no unit)
  HMQC 1.10956, HSQC 0.01425, purged HSQC 0.00000
HMQC, only I inverted, t1 = 40 ms: 1.00000 (no unit)
2D data: 64 x 64 points, 0.5 s per axis
Peak heights (no unit) at F2 offsets -J_IK/2, +J_IK/2
  HMQC, cos + i sin
    F1 offset   -4 Hz: 0.500, 0.000
    F1 offset    0 Hz: 0.000, 0.000
    F1 offset    4 Hz: 0.000, 0.500
  HMQC, cos - i sin
    F1 offset   -4 Hz: 0.000, 0.500
    F1 offset    0 Hz: 0.000, 0.000
    F1 offset    4 Hz: 0.500, 0.000
  HSQC, cos + i sin
    F1 offset   -4 Hz: 0.000, 0.000
    F1 offset    0 Hz: 0.500, 0.500
    F1 offset    4 Hz: 0.000, 0.000
Strong coupling: surviving 2IzS+ fraction in HSQC (no unit)
  nu_I - nu_K = 900 Hz: t1 = 20 ms 0.99986, 50 ms 0.99992
  nu_I - nu_K = 70 Hz: t1 = 20 ms 0.92764, 50 ms 0.65448
Minimum for t1 = 0 to 100 ms: 0.99968 at 900 Hz, 0.09429 at 70 Hz
every check passed
```
